# Invasion of a Pore Network and the Square-Lattice Bond Threshold

## Definitions and conventions

A network consists of pores joined by throats. A rinse liquid stands at one face, the inlet; gas fills the pores and can leave through the opposite face, the outlet. Each face is treated as one reservoir. The pressure $P$ is the excess of the liquid pressure over the gas pressure. The contact angle $\theta$ is measured through the liquid, and the liquid is non-wetting: $\theta>90^\circ$. It must therefore be forced in.

The entry pressure of a cylindrical throat of radius $r$ follows from an energy balance. When the meniscus advances by $dx$, the excess pressure does work $P\pi r^2dx$. An area $2\pi r\,dx$ of wall changes from gas contact to liquid contact, at a cost $(\sigma_{sl}-\sigma_{sg})2\pi r\,dx$. Young's equation, $\sigma_{sg}-\sigma_{sl}=\gamma\cos\theta$, with $\gamma$ the surface tension, turns this cost into $-2\pi r\gamma\cos\theta\,dx$. Equating work and cost gives

$$P_e=-\frac{2\gamma\cos\theta}{r}=\frac{2\gamma|\cos\theta|}{r}.$$

Narrow throats resist most. The model assumes that a liquid that has passed a throat fills the wider pore behind it without needing a higher pressure. This neglects the pinning of the meniscus where the throat widens, an effect that is strong for $\theta$ near $90^\circ$ and is estimated in the last section.

"Slow" means that viscous pressure differences are negligible, so the liquid always takes the accessible throat of lowest entry pressure. "Without trapping" means that gas surrounded by liquid can still escape, for instance by dissolving, so that every unfilled pore remains available.

These rules do not describe a wetting rinse. For $\theta<90^\circ$ the entry pressure is negative, the liquid enters a throat spontaneously, and the widening into the pore bodies, not the throats, can hold it back.

## Five throats by hand

Take two pores, A and B, each joined to the inlet, to the outlet and to the other. With $\gamma=72$ mN/m and $\theta=105^\circ$, a throat of radius 3.0 nm has

$$P_e=\frac{2(0.072\ \mathrm{N/m})(0.2588)}{3.0\times10^{-9}\ \mathrm m}=12.42\ \mathrm{MPa}.$$

Other radii scale as $1/r$:

| Throat | $r$ (nm) | $P_e$ (MPa) |
|---|---:|---:|
| inlet–A | 2.8 | 13.31 |
| inlet–B | 3.4 | 10.96 |
| A–B | 3.1 | 12.02 |
| A–outlet | 3.6 | 10.35 |
| B–outlet | 2.5 | 14.91 |

At the start the liquid touches inlet–A (13.31) and inlet–B (10.96). It takes the lower and fills B. This exposes A–B (12.02) and B–outlet (14.91). The lowest accessible value is now 12.02, so A is filled. This exposes A–outlet (10.35), which is taken next, and the liquid breaks through.

The accepted pressures are 10.96, 12.02 and 10.35 MPa. The last is lower than the one before: an easy throat can lie behind a difficult one. The pressure needed for breakthrough is the peak, $P_b=12.02$ MPa.

Compare this with all four routes, each labelled by its most difficult throat:

- inlet–A–outlet: 13.31 MPa;
- inlet–B–outlet: 14.91 MPa;
- inlet–B–A–outlet: 12.02 MPa;
- inlet–A–B–outlet: 14.91 MPa.

The smallest of these maxima is also 12.02 MPa. The local rule has found the globally easiest route.

There is a second way to read the same number. A cut is a set of throats whose closure separates inlet from outlet, and it holds until its weakest throat opens. The four minimal cuts are the two inlet throats (weakest 10.96), the two outlet throats (10.35), {inlet–A, A–B, B–outlet} (12.02) and {inlet–B, A–B, A–outlet} (10.35). The strongest cut fails at 12.02 MPa. Routes and cuts give the same answer, and on the square lattice this double description fixes the centre of the breakthrough distribution.

## The algorithm in general

A priority queue returns its smallest entry without sorting the rest. The procedure is:

1. Mark the inlet as filled and queue all its throats.
2. Remove the throat of lowest entry pressure from the queue.
3. If the pore at its far end is already filled, discard the throat and return to step 2.
4. Otherwise fill that pore and update the peak pressure. If it is the outlet, stop.
5. Queue the throats from the new pore to unfilled pores, and return to step 2.

The queue always contains every throat that joins a filled pore to an unfilled one. Such a throat is inserted when its first end is filled, and removing it leaves its far end filled. A throat is inserted at most once, because when its second end is filled the first is filled already. With $M$ throats there are at most $M$ insertions and $M$ removals, each costing of order $\log M$ operations, so the total cost is at most of order $M\log M$.

**Why the peak is the breakthrough pressure.** Let $C(P)$ be the set of pores connected to the inlet through throats with $P_e\le P$. Consider the moment just before the algorithm first fills a pore through a throat above $P$.

Every pore filled so far was reached through throats not above $P$, so the filled set lies inside $C(P)$. Every throat leading from the filled set to an unfilled pore is above $P$, since the lowest of them is. No connection at level $P$ can therefore leave the filled set, and $C(P)$ lies inside it. The two sets are equal.

Suppose now that $C(P)$ contains the outlet. The algorithm must have stopped before needing a throat above $P$, so its peak is at most $P$. Conversely, all throats used are at or below the peak, so $C$ at the peak pressure contains the outlet. Hence

$$P_b=\min\{P:\text{outlet}\in C(P)\}=\min_{\text{paths}}\ \max_{\text{throats on path}}P_e .$$

This holds for every finite connected network, whatever its dimension or its distribution of radii.

**What trapping would change.** Suppose gas cut off from the outlet could not escape. Any route from such a pocket to the outlet passes through pores already filled, so entering the pocket gives no new access to the outlet. Nor can it raise the final peak: when a throat into the pocket is the lowest in the queue, the throats still leading towards the outlet are at least as high. Forbidding entry into pockets therefore leaves $P_b$ unchanged. It can lower the number of filled pores, and never raises it.

## From pressures to a universal variable

Let the entry pressures be independent draws from a continuous distribution $F$. Define $u=F(P_e)$, the fraction of throats that are at least as easy to enter. Then $u$ is uniform on $(0,1)$. Since $F$ preserves order, the algorithm fills the same pores in the same sequence whether it is given $P_e$ or $u$. The breakthrough value is $u_b=F(P_b)$.

Call a throat open at level $p$ if $u\le p$, which has probability $p$. By the result above, $u_b\le p$ exactly when open throats join inlet to outlet. The distribution function of $u_b$ is thus the crossing probability of bond percolation:

$$R_n(p)=\Pr(u_b\le p).$$

## Why one half

Use a square lattice with $n$ rows and columns numbered $0$ to $n$. Column 0 is the inlet reservoir and column $n$ the outlet reservoir. There are $n^2$ throats along the flow and $(n-1)^2$ across it. The five-throat bridge is the case $n=2$.

Place a dual node in each cell between neighbouring rows and columns, one dual reservoir above the top row and another below the bottom row. Each throat is crossed by one dual link. In each of the $n$ gaps between columns, $n$ links lead from top to bottom; between the gaps there are $(n-1)^2$ further links. The dual network is the original turned through a right angle.

Let a dual link be present when the throat it crosses is closed. Then exactly one of two things happens: open throats join inlet to outlet, or dual links join top to bottom.

Both cannot happen, because the two paths would cross at a throat that is both open and closed. To see that one must happen, suppose the outlet is not reached. Colour all lattice sites connected to the inlet, including column 0, and leave the others, including column $n$, blank. Throats between coloured and blank sites are closed; keep only their dual links. Around an interior dual node there are four sites, and going once round them the colour changes an even number of times, so an even number of kept links meet there. Along the top row the colour goes from coloured to blank, an odd number of changes, so an odd number of kept links meet the top reservoir. The same holds at the bottom. In any connected graph the number of nodes with an odd number of links is even, since the link counts sum to twice the number of links. Top and bottom are the only odd nodes, so they must belong to the same connected piece.

Now give each dual link the value $u'=1-u$. A throat is closed at level $p$ when $u>p$, that is, when $u'<1-p$. The dual network is therefore crossed when its own breakthrough value satisfies $u_b'<1-p$. Since exactly one crossing occurs, $u_b\le p$ is equivalent to $u_b'\ge1-p$ for every $p$, and so

$$u_b+u_b'=1 .$$

In one random network with $n=40$, running the algorithm on both lattices gave $0.47592+0.52408=1.00000$. The run on the original lattice made 1140 queue insertions, for a network of 3121 throats.

The values $u'$ are also independent and uniform, and the dual lattice has the same shape. Hence $u_b$ and $1-u_b$ have the same distribution, and for every $n$

$$R_n(p)+R_n(1-p)=1,\qquad R_n(\tfrac12)=\tfrac12,\qquad \langle u_b\rangle=\tfrac12 .$$

For the bridge this can be counted. With two open throats, 2 configurations connect, the two direct routes. With three open, 8 of 10 connect; the failures close both inlet throats or both outlet throats. With four open, all 5 connect, and with five open, the single one does. Thus

$$R_2=2p^2(1-p)^3+8p^3(1-p)^2+5p^4(1-p)+p^5,$$

and at $p=\tfrac12$ this is $(2+8+5+1)/32=16/32$. Listing all configurations for $n=3$ gives 4096 connecting ones out of 8192, again half.

Symmetry fixes the centre of the distribution but does not make it narrow. A sharp threshold requires $R_n$ to approach a step as $n$ grows. That it does, so that $p_c=\tfrac12$ for the infinite square lattice, is Kesten's theorem, which is taken over here without proof. The simulation shows the narrowing.

## Simulation of the threshold

For each size, independent networks were filled with uniform random $u$ and run to breakthrough. The width is the standard deviation of $u_b$, the error is the width divided by the square root of the number of runs, and the last column is the mean fraction of pores filled at breakthrough.

| $n$ | Runs | Mean $u_b$ | Width | Filled |
|---:|---:|---:|---:|---:|
| 8 | 1500 | 0.4967 ± 0.0022 | 0.0844 | 0.585 |
| 16 | 1000 | 0.5002 ± 0.0016 | 0.0519 | 0.523 |
| 32 | 500 | 0.5000 ± 0.0013 | 0.0298 | 0.478 |
| 64 | 200 | 0.5005 ± 0.0014 | 0.0193 | 0.449 |
| 128 | 60 | 0.4987 ± 0.0013 | 0.0101 | 0.415 |

The means agree with one half within 1.6 standard errors at every size, with no drift to extrapolate away. The width falls by a factor of about eight from $n=8$ to $n=128$. In two-dimensional percolation the correlation length has the established exponent $4/3$, which implies a width proportional to $n^{-3/4}$. A weighted straight-line fit of log width against log $n$, for $n=16$ to 128, gives the exponent $-0.76$. The closeness is partly luck: with 60 runs, the last width alone is uncertain by about $1/\sqrt{120}\approx9\%$.

The filled fraction also falls with size. At $n=32$, on average, about half of the pores are still dry when the liquid first reaches the far side, with a spread of about 0.13 from one network to the next, so breakthrough is not saturation.

## A low-k film in megapascals

Consider water forced into a methylated mesoporous silica film, with rough typical values: median throat radius $r_m=3$ nm, a normal distribution of $\ln r$ with standard deviation $s=0.15$, and pore pitch 15 nm. With 32 throats across, the film is 480 nm thick. Its far face is treated as open to gas. On a wafer that face is closed, so the gas would have to dissolve or be compressed, and breakthrough means that water reaches the substrate. Because $\ln P_e=\text{const}-\ln r$, the entry pressure at fraction $u$ is

$$P(u)=P_m\exp[s\,\Phi^{-1}(u)],\qquad P_m=\frac{2\gamma|\cos\theta|}{r_m}=12.42\ \mathrm{MPa},$$

where $\Phi$ is the standard normal distribution function. Since $\Phi^{-1}(\tfrac12)=0$, the square-lattice threshold is the entry pressure of the median throat.

Running the algorithm directly on entry pressures in 300 square networks with $n=32$ gave a mean breakthrough pressure of 12.43 MPa and a scatter of 0.15 MPa. The scatter can be estimated from the slope at the centre, $dP/du=P_ms\sqrt{2\pi}=4.67$ MPa. Multiplied by the width 0.0298 it gives 0.14 MPa.

A rinse overpressure of 0.1 MPa is about a hundred times too small. It would enter the median throat only if $\cos\theta\ge-Pr_m/(2\gamma)$, that is, for $\theta\le90.12^\circ$. In this model an intact hydrophobic film stays dry in an ordinary water rinse, and the simulated invasion describes a forced-intrusion experiment.

## What the model leaves out

**Widening behind a throat.** At the mouth of a throat the meniscus stays pinned until it meets the diverging wall at the angle $\theta$. If the wall there diverges from the throat axis by an angle $\beta$, with $\theta+\beta$ between $90^\circ$ and $180^\circ$, the pressure needed is $2\gamma|\cos(\theta+\beta)|/r$. For a spherical body of radius 4.5 nm behind a 3 nm throat, $\cos\beta=3/4.5$, so $\beta=48.2^\circ$ and the pressure is 42.8 MPa instead of 12.42 MPa. The film pressures given here are therefore those of cylindrical throats, and are too low where pores widen. If all bodies are equal spheres and the throat mouths on each body are separate, the pressure still falls as $r$ grows, so the median throat still marks the square-lattice threshold. In the film considered here this holds only in part: two throats of radii $r_1$ and $r_2$ meeting at right angles overlap when $r_1^2+r_2^2>(4.5\ \mathrm{nm})^2$, which is the case for about a third of such pairs. The ring of wall that pins the meniscus is then broken, and the formula no longer applies.

**Wall chemistry.** At fixed radius, changing $\theta$ from $105^\circ$ to $100^\circ$ or $110^\circ$ moves the median entry pressure to 8.34 or 16.42 MPa, about a third either way. Plasma damage can make pore walls hydrophilic. At $60^\circ$ the formula gives $-24.0$ MPa: the liquid is drawn into the throat, though a sharply widening pore can still stop it, and the throat rule no longer applies.

**Dimension.** Real pores connect in three dimensions. The same algorithm on cubic networks with $n=32$ gave a mean $u_b=0.250$ over 20 runs, with a sampling error of one or two units in the last digit. This corresponds to about 11.2 MPa, 10% below the square-lattice value, because a third dimension offers more ways round narrow throats.

**Width of the film.** A square network eight times wider than it is thick broke through at a mean $u_b=0.451$, or 12.20 MPa (50 runs). It contains eight squares side by side, and a crossing of any one suffices. A real film is far wider still, which lowers its first breakthrough further. One half is the exact mean for the square; a film much wider than it is thick can approach it only if its thickness grows as well.

**Thermal crossing.** Below its entry pressure, a throat of length $\ell$ presents a barrier $(P_e-P)\pi r^2\ell$. With an assumed attempt rate $k_BT/h$ at 298 K, barriers up to $33.6\,k_BT$ are crossed within about 60 s. If $\ell$ is taken as the shortest gap between pore bodies of radius 4.5 nm, $15-9=6$ nm, the entry pressure of the median throat is lowered by 0.81 MPa, or 7%, provided the widening behind the throat adds no barrier of its own. Between spherical bodies the cylindrical wall is longer, $15-2\sqrt{4.5^2-3^2}=8.3$ nm, which would reduce the lowering to 0.59 MPa, but there the proviso fails. For an unbroken spherical wall, moving the pinned meniscus out of the mouth costs about $500\,k_BT$ at 12.4 MPa, and the cost falls to $33.6\,k_BT$ only near 34 MPa. In that geometry thermal crossing lowers the pinning pressure of 42.8 MPa by about a fifth, and the throat estimate does not apply. For $r=1$ nm and $\ell=2$ nm the estimate is 22.0 MPa against an entry pressure of 37.3 MPa. In films with such small pores, the rule of fixed entry pressures is doubtful.

**Smaller corrections.** The meniscus radius is $r_m/|\cos\theta|=11.6$ nm; an assumed Tolman length of 0.1 nm changes $\gamma$ by 1.7%. For a viscosity of 1 mPa s and a speed of 0.1 mm/s in the throats, Poiseuille's law for a straight channel of radius $r_m$ through the film gives a pressure drop of 0.043 MPa. The invaded route winds and its throats differ in radius, so this is only an estimate. It is below the breakthrough scatter, but throats closer in entry pressure than this may be taken in a different order.

Set beside real dielectrics, the chosen pores suit templated mesoporous silica; denser organosilicate films have pores nearer 1 nm, and the insulating levels of fine interconnects are thinner than 480 nm. Processing can also break the assumption of an intact hydrophobic wall. Once the contact angle falls below $90^\circ$, the entry pressure changes its sign, not merely its size.
